# Oxygen chemical potential from ideal O2 gas and its pressure dependence: verification in Python

```python
# Result under test: for a solid exchanging oxygen with ideal O2 gas,
#   mu_O = (E_e + omega/2)/2 + dmu,
#   dmu = kT/2 [ln(p lam^3/kT) - ln(kT/(2B)) + ln(1-exp(-omega/kT)) - ln 3],
# so at fixed T the pressure term is (kT/2) ln(p/p0).
# E_e: electronic energy at the bond minimum; omega: harmonic frequency;
# B: rotational constant; lam: thermal wavelength; p: O2 partial pressure.
# Hartree atomic units inside; temperatures in K, pressures entered in bar.
import numpy as np
from scipy import constants as const
from scipy.special import gammaln
from pyscf import gto, dft, lib

lib.num_threads(1)
PC = const.physical_constants
K_B = PC['kelvin-hartree relationship'][0]
EV = PC['Hartree energy in eV'][0]
BAR = const.bar * PC['Bohr radius'][0]**3 / PC['Hartree energy'][0]
MASS_U = 15.9949                      # input: mass of a 16O atom in u
m_atom = MASS_U * const.atomic_mass / const.m_e
m_mol, m_red = 2 * m_atom, m_atom / 2

# Electronic structure of triplet O2
density = None
def scf_energy(r):
    global density
    mol = gto.M(atom=[['O', (0, 0, 0)], ['O', (0, 0, r)]], unit='Bohr',
                basis='def2-tzvp', spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = 'pbe'
    mf.conv_tol = 1e-10
    energy = mf.kernel(dm0=density)
    assert mf.converged
    density = mf.make_rdm1()
    return energy, mf.spin_square()[1]

r_mid, step = 2.30, 0.06
offsets = step * np.arange(-2, 3)
energies = np.array([scf_energy(r_mid + x)[0] for x in offsets])
e_ref = energies[2]
poly = np.poly1d(np.polyfit(offsets, energies - e_ref, 4))
roots = poly.deriv().roots
real_roots = roots[np.abs(roots.imag) < 1e-9].real
x_min = real_roots[np.argmin(np.abs(real_roots))]
r_eq = r_mid + x_min
force_const = poly.deriv(2)(x_min)
e_eq, multiplicity = scf_energy(r_eq)
assert abs(x_min) < 2 * step and force_const > 0
assert abs(e_eq - e_ref - poly(x_min)) < 1e-6
assert abs(multiplicity - 3) < 0.02
omega = np.sqrt(force_const / m_red)
B = 1 / (2 * m_red * r_eq**2)

# Closed formula, as separate contributions per oxygen atom
def wavelength(T):
    return np.sqrt(2 * np.pi / (m_mol * K_B * T))

def parts(T, p_au):
    kT = K_B * T
    return np.array([kT / 2 * np.log(p_au * wavelength(T)**3 / kT),
                     -kT / 2 * np.log(kT / (2 * B)),
                     kT / 2 * np.log(1 - np.exp(-omega / kT)),
                     -kT / 2 * np.log(3)])

def dmu(T, p_au):
    return parts(T, p_au).sum()

# Vibrational levels from a grid Hamiltonian
dx = 0.015
grid = dx * np.arange(-80, 81)
diff = np.subtract.outer(np.arange(161), np.arange(161))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(diff) / safe**2) / (m_red * dx**2)
levels = np.linalg.eigvalsh(kinetic + np.diag(force_const * grid**2 / 2))
assert abs(levels[0] / (omega / 2) - 1) < 1e-6

# One-molecule partition function from explicit sums over states
J = np.arange(1, 400, 2)
def rotor_sum(T):
    return np.sum((2 * J + 1) * np.exp(-B * J * (J + 1) / (K_B * T)))

def log_z(L, T):
    kT = K_B * T
    a = np.pi**2 / (2 * m_mol * L**2 * kT)
    n = np.arange(1, int(7 / np.sqrt(a)) + 1, dtype=float)
    box = np.sum(np.exp(-a * n**2))
    vib = np.sum(np.exp(-(levels - levels[0]) / kT))
    return 3 * np.log(box) + np.log(rotor_sum(T) * vib * 3)

def gas_free_energy(N, lnz, T):
    return -K_B * T * (N * lnz - gammaln(N + 1))

# Chemical potential and pressure by finite differences of free energy
L_box = 20000.0
max_residual = 0.0
slopes = {}
for T in (300.0, 1000.0):
    kT = K_B * T
    rot_excess = rotor_sum(T) - kT / (2 * B)
    assert abs(rot_excess - 1 / 6) < 2e-3
    lnz = log_z(L_box, T)
    d = 3e-4
    L_up, L_dn = L_box * (1 + d), L_box * (1 - d)
    lnz_up, lnz_dn = log_z(L_up, T), log_z(L_dn, T)
    points = []
    for p_bar in (1.0, 0.1, 0.01):
        N = round(p_bar * BAR * L_box**3 / kT)
        mu_half = (gas_free_energy(N + 1, lnz, T)
                   - gas_free_energy(N - 1, lnz, T)) / 4
        p_num = -(gas_free_energy(N, lnz_up, T)
                  - gas_free_energy(N, lnz_dn, T)) / (L_up**3 - L_dn**3)
        assert abs(p_num * L_box**3 / (N * kT) - 1) < 5e-5
        # dropping the rotor's 1/6 raises the formula by B/6
        residual = mu_half - (dmu(T, p_num) - B / 6)
        max_residual = max(max_residual, abs(residual))
        assert abs(residual) < 1e-7
        points.append((np.log(p_num), mu_half / kT))
    lp, mu = np.array(points).T
    slopes[T] = np.polyfit(lp, mu, 1)[0]
    assert abs(slopes[T] - 0.5) < 1e-4

# Closed crystal plus gas: minimize total free energy over vacancy number
E_remove, sites, T_hot = 0.07, 1e8, 1000.0
kT = K_B * T_hot
lnz_hot = log_z(L_box, T_hot)
n_vac = np.arange(2, 1000001, 2, dtype=float)
log_ways = gammaln(sites + 1) - gammaln(n_vac + 1) - gammaln(sites - n_vac + 1)
closed = []
for N_start in (1e7, 1e6, 1e5):
    N_gas = N_start + n_vac / 2
    total = (E_remove * n_vac - kT * log_ways
             + gas_free_energy(N_gas, lnz_hot, T_hot))
    best = np.argmin(total)
    assert 0 < best < len(n_vac) - 1
    p_end = N_gas[best] * kT / L_box**3
    odds = n_vac[best] / (sites - n_vac[best])
    predicted = np.exp(-(E_remove + dmu(T_hot, p_end)) / kT)
    assert abs(odds / predicted - 1) < 3e-3
    closed.append((p_end, n_vac[best], odds, predicted))
closed = np.array(closed)
vac_slope = np.polyfit(np.log(closed[:, 0]), np.log(closed[:, 2]), 1)[0]
assert abs(vac_slope + 0.5) < 1e-3

# Worked example
p_high, p_low = 1.0, 1e-4
print("O2 level: unrestricted PBE/def2-TZVP, triplet")
print(f"mass of 16O atom: {MASS_U:.4f} u")
print(f"O2 molecular mass: {m_mol:.1f} electron masses")
print(f"bond length: {r_eq:.4f} bohr")
print(f"force constant: {force_const:.4f} hartree/bohr^2")
print(f"computed spin multiplicity: {multiplicity:.4f}")
print(f"harmonic frequency omega: {omega:.6f} hartree")
print(f"rotational constant B: {B:.4e} hartree")
print(f"electronic energy E_e: {e_eq:.5f} hartree")
print(f"half of (E_e + omega/2): {(e_eq + omega / 2) / 2:.5f} hartree")
for T in (300.0, 600.0, 1000.0):
    value = dmu(T, p_high * BAR)
    print(f"dmu at {T:.0f} K, 1 bar: {value:.6f} hartree = {value * EV:.4f} eV")
print(f"kT at 1000 K: {kT:.6f} hartree")
print(f"thermal wavelength at 1000 K: {wavelength(T_hot):.4f} bohr")
print(f"1 bar in atomic units: {BAR:.4e} hartree/bohr^3")
print(f"n lam^3 at 1000 K, 1 bar: {BAR / kT * wavelength(T_hot)**3:.3e}")
print(f"n lam^3 at 300 K, 1 bar: {BAR / (K_B * 300) * wavelength(300)**3:.3e}")
names = ("translation", "rotation", "vibration", "spin")
for name, value in zip(names, parts(T_hot, BAR)):
    print(f"{name} part at 1000 K, 1 bar: {value:.6f} hartree")
shift = kT / 2 * np.log(p_low / p_high)
low_value = dmu(T_hot, p_low * BAR)
print(f"pressure shift, 1 to 1e-4 bar: {shift:.6f} hartree = {shift * EV:.4f} eV")
print(f"dmu at 1000 K, 1e-4 bar: {low_value:.6f} hartree = {low_value * EV:.4f} eV")
print(f"model removal energy: {E_remove:.2f} hartree")
fractions = []
for p_bar in (p_high, p_low):
    formation = E_remove + dmu(T_hot, p_bar * BAR)
    ratio = np.exp(-formation / kT)
    fractions.append(ratio / (1 + ratio))
    print(f"E_r + dmu at {p_bar:g} bar: {formation:.6f} hartree")
    print(f"vacancy fraction at {p_bar:g} bar: {fractions[-1]:.4e}")
print(f"vacancy fraction ratio: {fractions[1] / fractions[0]:.2f}")
print(f"rotor correction B/6: {B / 6:.3e} hartree")
print(f"largest state-sum residual: {max_residual:.2e} hartree")
for T in slopes:
    print(f"state-sum slope d(mu_O/kT)/d ln p at {T:.0f} K: {slopes[T]:.6f}")
print(f"closed-system crystal sites: {sites:.0e}")
for p_end, number, odds, predicted in closed:
    print(f"closed system: p={p_end / BAR:.5f} bar, vacancies={number:.0f}, "
          f"odds={odds:.4e}, formula={predicted:.4e}")
print(f"closed-system slope d ln(odds)/d ln p: {vac_slope:.5f}")
print("done: every assertion held")
```

It prints:

```
O2 level: unrestricted PBE/def2-TZVP, triplet
mass of 16O atom: 15.9949 u
O2 molecular mass: 58313.8 electron masses
bond length: 2.3032 bohr
force constant: 0.7326 hartree/bohr^2
computed spin multiplicity: 3.0029
harmonic frequency omega: 0.007089 hartree
rotational constant B: 6.4656e-06 hartree
electronic energy E_e: -150.24889 hartree
half of (E_e + omega/2): -75.12267 hartree
dmu at 300 K, 1 bar: -0.010071 hartree = -0.2741 eV
dmu at 600 K, 1 bar: -0.022470 hartree = -0.6114 eV
dmu at 1000 K, 1 bar: -0.040421 hartree = -1.0999 eV
kT at 1000 K: 0.003167 hartree
thermal wavelength at 1000 K: 0.1845 bohr
1 bar in atomic units: 3.3989e-09 hartree/bohr^3
n lam^3 at 1000 K, 1 bar: 6.736e-09
n lam^3 at 300 K, 1 bar: 1.366e-07
translation part at 1000 K, 1 bar: -0.029793 hartree
rotation part at 1000 K, 1 bar: -0.008710 hartree
vibration part at 1000 K, 1 bar: -0.000179 hartree
spin part at 1000 K, 1 bar: -0.001740 hartree
pressure shift, 1 to 1e-4 bar: -0.014584 hartree = -0.3968 eV
dmu at 1000 K, 1e-4 bar: -0.055005 hartree = -1.4968 eV
model removal energy: 0.07 hartree
E_r + dmu at 1 bar: 0.029579 hartree
vacancy fraction at 1 bar: 8.7809e-05
E_r + dmu at 0.0001 bar: 0.014995 hartree
vacancy fraction at 0.0001 bar: 8.7052e-03
vacancy fraction ratio: 99.14
rotor correction B/6: 1.078e-06 hartree
largest state-sum residual: 2.38e-08 hartree
state-sum slope d(mu_O/kT)/d ln p at 300 K: 0.500000
state-sum slope d(mu_O/kT)/d ln p at 1000 K: 0.499999
closed-system crystal sites: 1e+08
closed system: p=1.16511 bar, vacancies=8138, odds=8.1387e-05, formula=8.1357e-05
closed system: p=0.11795 bar, vacancies=25572, odds=2.5579e-04, formula=2.5570e-04
closed system: p=0.01572 bar, vacancies=70008, odds=7.0057e-04, formula=7.0034e-04
closed-system slope d ln(odds)/d ln p: -0.49999
done: every assertion held
```
